Single-file diffusion: why the tracer mean-square displacement grows as √t, part 1

(Sections cited here and not found follow in the second part.)

## Part 1: The current across one bond

A kinetic Monte Carlo run of atoms moving along a narrow channel in a barrier film yields the mean-square displacement of tagged atoms, and one has to decide what to do with it. One possible step is to divide it by twice the elapsed time and to pass the quotient to a continuum model as a diffusion coefficient. If the channel is very long and so narrow that the atoms cannot pass one another, that step fails: after an initial period the mean-square displacement grows as the square root of time, so the quotient depends on how long the run lasted and falls towards zero as the run is extended. If the atoms interact only by blocking occupied sites, the spreading of the concentration along the same channel nevertheless obeys an ordinary diffusion equation with a constant coefficient. Which of the two quantities a calculation needs, and whether its periodic cell is long enough for the square-root law to apply, can be settled once the law has been derived with its prefactor and its conditions.

The model is the symmetric exclusion process. Sites lie on an infinite line with spacing a and are labelled by the integers i. Each site holds at most one particle, and its occupancy is nᵢ = 1 or 0. Every particle attempts a hop to its right neighbour at rate Γ and to its left neighbour at the same rate Γ, so its total attempt rate is 2Γ. An attempt onto an occupied site fails and nothing moves. There is no other interaction. At the start each site is occupied independently with probability θ, where 0 < θ < 1, except that site 0 is known to hold a particle, the tracer. Its displacement after time t is X, counted in lattice spacings until the final formulas. An isolated particle would have ⟨X²⟩ = 2Γt, which corresponds to the diffusion coefficient D₀ = Γa². The claim is that for Γt → ∞

⟨X²⟩ → a² [(1−θ)/θ] 2√(Γt/π) = a [(1−θ)/θ] 2√(D₀t/π).

The arrow means that the ratio of the two sides tends to one. The second form follows from a√(Γt) = √(D₀t).

Noncrossing alone does not produce this law. At very short times the tracer has hardly met its neighbours. Each adjacent site is empty with probability 1−θ, so hops succeed at total rate 2Γ(1−θ) and the mean-square displacement begins as 2Γ(1−θ)t, which is linear. On a closed ring linear growth returns at late times, as Part 2 shows. The derivation below therefore assumes a finite density of particles, a line without ends, symmetric hopping and long times, in addition to the fixed order of the particles.

The derivation has two stages. The first concerns the number of particles that cross a given bond, and this number does not depend on whether particles keep their order. The second stage uses the order to turn the number into a tracer position.

Consider the bond between sites i and i+1. A particle moves from i+1 to i at rate Γnᵢ₊₁(1−nᵢ), and from i to i+1 at rate Γnᵢ(1−nᵢ₊₁). The net rate of gain of site i through this bond is the difference,

Γ[nᵢ₊₁(1−nᵢ) − nᵢ(1−nᵢ₊₁)] = Γ[nᵢ₊₁ − nᵢ₊₁nᵢ − nᵢ + nᵢnᵢ₊₁] = Γ(nᵢ₊₁ − nᵢ).

The products, which carry the exclusion, cancel because the two hop rates are equal. Adding the corresponding gain through the bond to site i−1 and averaging gives

d⟨nᵢ⟩/dt = Γ(⟨nᵢ₊₁⟩ + ⟨nᵢ₋₁⟩ − 2⟨nᵢ⟩).

This is a closed equation, obtained without a mean-field factorization. The mean concentration thus diffuses with the free coefficient D₀ at any coverage in this model. With unequal rates to the left and right the products would survive, and what follows would not apply.

The cancellation has a pictorial form that will be used several times. Attach to every bond a clock that rings at random times at rate Γ, and at each ring exchange the contents of the two sites. If one site is full and the other empty, the exchange is an allowed hop, at the correct rate Γ. If both are full or both are empty, the exchange leaves the occupancies as they were, just as the exclusion rule does. The occupancies therefore evolve with the same probabilities in the exchange picture and in the exclusion process, although the identities of the particles do not. One consequence is immediate: if the sites are independently occupied with probability θ, an exchange of two contents leaves that distribution unchanged, so it is the equilibrium distribution at every later time.

The mean equation is linear and is solved by a kernel pⱼ(t) which starts as pⱼ(0) = δⱼ₀ and obeys the same equation. It is the probability that a free walker is displaced by j sites. Define G(s) = Σⱼ pⱼ exp(isj), in which i is the imaginary unit. Multiplying the equation by the exponential and summing, the shifts j±1 produce factors exp(∓is), whose sum is 2 cos s. Hence

dG/dt = −2Γ(1 − cos s) G,

G(s) = exp[−z(1 − cos s)], z = 2Γt.

Inverting the Fourier series, and noting that G is even in s, gives

pⱼ = (1/π) ∫₀^π exp[−z(1 − cos s)] cos(js) ds = e^(−z) Iⱼ(z),

where Iⱼ(z) is the modified Bessel function, defined by Iⱼ(z) = (1/π)∫₀^π exp(z cos s) cos(js) ds. The kernel is even in j. Its sum is G(0) = 1, its mean is zero, and its variance is −G″(0) = z = 2Γt, as for a free walker.

For a given starting configuration the mean occupancy later is Σⱼ pᵢ₋ⱼ nⱼ(0). In equilibrium the starting occupancies are independent with variance θ(1−θ), so multiplying by nₖ(0), averaging, and subtracting θ² leaves the single term j = k:

⟨nᵢ(t)nₖ(0)⟩ − θ² = θ(1−θ) pᵢ₋ₖ(t).

For now the averages are those of the full equilibrium, without the condition that site 0 is occupied. That condition is restored in Part 2.

Let Qₖ be the net number of particles that cross the bond between k and k+1 to the right during time t. Site k gains through its left bond and loses through its right bond, so nₖ(t) − nₖ(0) = Qₖ₋₁ − Qₖ, or

Qₖ − Qₖ₋₁ = nₖ(0) − nₖ(t).

By reflection symmetry ⟨Qₖ⟩ = 0. Let C(k) = ⟨Q₀Qₖ⟩. By translation symmetry ⟨QᵢQⱼ⟩ depends on the separation alone, and C is even. The average of the product of two of these conservation laws, for the sites 0 and k, is on the left

⟨(Q₀ − Q₋₁)(Qₖ − Qₖ₋₁)⟩ = C(k) − C(k−1) − C(k+1) + C(k).

On the right it is ⟨[n₀(0) − n₀(t)][nₖ(0) − nₖ(t)]⟩. The two equal-time products contribute a covariance θ(1−θ)δₖ₀ each, since both times are in equilibrium. The two unequal-time products enter with a minus sign and contribute θ(1−θ)pₖ each. The constants θ² cancel. Therefore

2C(k) − C(k−1) − C(k+1) = 2θ(1−θ)(δₖ₀ − pₖ).

To solve this, use the fact that |m+1| + |m−1| − 2|m| equals 2 for m = 0 and vanishes for every other integer m. The function |k| therefore accounts for a source at the origin, and a sum of shifted functions |k−j| with weights pⱼ accounts for the source pₖ. A solution is

C(k) = θ(1−θ) [Σⱼ |k−j| pⱼ − |k|].

The sign can be traced as follows. The operation on the left of the equation is minus the second difference. It turns −|k| into 2δₖ₀ and Σⱼ|k−j|pⱼ into −2pₖ, as required. Any other solution differs by a function A + Bk, because these are the functions with vanishing second difference. Since C is even, B = 0. The constant A is fixed by the behaviour at large k, and there two facts are needed.

First, the solution written above vanishes at large k. For k > 0, replace the last |k| by Σⱼ(k−j)pⱼ, which equals k because the kernel has unit sum and zero mean. The bracket becomes Σⱼ[|k−j| − (k−j)]pⱼ = 2Σ_(j>k)(j−k)pⱼ, which is the tail of a convergent sum.

Second, the true covariance also vanishes at large k. Use the exchange picture and hold the ringing times fixed. The initial occupancies are still random, and they remain independent with probability θ after each exchange, so every ring of a bond carries on average θ(1−θ) − θ(1−θ) = 0 particles. If at least one bond between bond 0 and bond k has stayed silent, then Q₀ and Qₖ depend on occupancies of separate sets of sites, and the average of their product at these ringing times is the product of two zeros. A contribution can come only from the cases in which all k−1 bonds in between have rung, each with probability 1−e^(−Γt). Since |Q₀| and |Qₖ| are at most the numbers of rings of their own bonds, which are independent with mean Γt,

|C(k)| ≤ (Γt)² (1 − e^(−Γt))^(k−1),

and this tends to zero for k → ∞ at fixed t. Hence A = 0. Setting k = 0 gives the variance of the current across one bond,

⟨Q²⟩ = θ(1−θ) Σⱼ |j| pⱼ(t).

No approximation has been made for the infinite line in equilibrium. The variance is the same as for independent walkers whose starting numbers on the sites are Poisson-distributed with mean θ(1−θ): the numbers crossing to the right and to the left are then independent Poisson numbers, each with mean and variance θ(1−θ)Σⱼ|j|pⱼ/2. The factor vanishes at θ = 0, where nothing can cross, and at θ = 1, where nothing can move.

The remaining sum, A₁(t) = Σⱼ|j|pⱼ, is the mean distance of a free walker from its origin. Its rate of change follows from the equation for pⱼ by moving the second difference from the kernel onto |j|:

dA₁/dt = Γ Σⱼ |j| (pⱼ₊₁ + pⱼ₋₁ − 2pⱼ) = Γ Σⱼ pⱼ (|j+1| + |j−1| − 2|j|) = 2Γp₀.

With y = 2Γt′ as the variable of integration, A₁ = ∫₀^z e^(−y)I₀(y) dy. This integral is

A₁ = z e^(−z) [I₀(z) + I₁(z)].

To confirm it by differentiation two relations are needed. Differentiating the integral for I₀ gives I₀′ = I₁. Integrating the one for I₁ by parts gives I₁ = (y/π)∫₀^π sin²s exp(y cos s) ds = y(I₀ − I₀″), so that I₁′ = I₀″ = I₀ − I₁/y. Then

d/dy {y e^(−y)(I₀ + I₁)} = e^(−y)[I₀ + I₁ − y(I₀ + I₁) + y(I₁ + I₀ − I₁/y)] = e^(−y)I₀,

and both sides of the formula for A₁ vanish at z = 0.

At long times the integral defining e^(−z)I₀(z) is dominated by small s, where 1 − cos s ≈ s²/2:

e^(−z)I₀(z) → (1/π) ∫₀^∞ exp(−zs²/2) ds = 1/√(2πz).

The function e^(−z)I₁(z) has the same limit, because the additional factor cos s is close to one in the region that matters. Thus

A₁ → 2z/√(2πz) = √(2z/π) = √(4Γt/π) = 2√(Γt/π),

⟨Q²⟩ → θ(1−θ) 2√(Γt/π).

This is where the square root of time enters. The particles that can have crossed the bond come from a region whose width is the diffusion length, which grows as √(Γt). The net number crossing is a fluctuation within that region, so its variance, and not its root-mean-square value, is proportional to the width.

The variance formula was tested against the master equation of a ring of 10 sites with all of its occupancy configurations, at θ = 0.3 and Γt = 0.5, a time so short that paths around the ring hardly contribute. Both values are 0.141471 in the numerical output. The closed form of A₁ was tested against the explicit sum, and its long-time limit against the closed form at Γt = 10⁴.

Nothing in this first stage has required the particles to keep their order. In the exchange picture, where a particle may trade places with its neighbour, the occupancies and the current have the same statistics, yet a tagged particle moves at every ring of either adjacent bond. It is then a free walker with ⟨X²⟩ = 2Γt. The contrast was tested on a ring of 10 sites with 5 particles. At Γt = 5 the mean-square displacement is 10.00 when exchange is allowed and 2.32 when it is forbidden. Since the concentration behaves identically in the two cases, the difference comes from the order of the particles.

## Part 2: From the current to the tracer

The symbols carried over are these. Particles on a line of sites attempt hops at rate Γ to each side, θ is the occupancy, and X is the tracer displacement in units of the spacing a, starting from site 0. The kernel pⱼ(t) is the displacement distribution of a free walker, with variance 2Γt. Q now denotes the net number of particles that cross, to the right, the bond between sites 0 and 1. In equilibrium ⟨Q²⟩ = θ(1−θ)Σⱼ|j|pⱼ, which tends to θ(1−θ)2√(Γt/π). The occupancies evolve as if the contents of neighbouring sites were exchanged at rate Γ.

Because the particles keep their order, the current across the bond next to the tracer's starting site can be read from the later configuration. Suppose first that X > 0. The particles found on sites 1 to X are the tracer and particles behind it. All of them started at or to the left of site 0, so all have crossed the bond. Every particle beyond X is ahead of the tracer and started to the right of the bond, and every particle at or left of site 0 is behind the tracer and started on the left. No others have changed sides. Hence Q is the number of particles on sites 1 to X at time t, the tracer included. If X = 0, no particle has changed sides and Q = 0. If X < 0, the particles on sites X+1 to 0 are ahead of the tracer and have come over from the right, while no others have changed sides. Then Q is minus their number. In one formula,

Q = N_X,

where N_x is the signed count at time t: the number of particles on sites 1 to x for x > 0, zero for x = 0, and minus the number on sites x+1 to 0 for x < 0. This identity holds in every single history. It was tested in kinetic Monte Carlo runs by counting both sides separately in each of 2000 runs, at two times and two coverages. If particles could pass each other it would fail, since the tracer's position would no longer separate those that started on its left from those that started on its right.

The average of N_x at a fixed x is θx, which suggests X ≈ Q/θ. To draw a conclusion from this, one has to deal with the fact that X is random and depends on the same configuration in which the particles are counted. A bound that holds for all x at once removes the difficulty. Choose a number ε with 0 < ε < θ and let M be the largest value, over all integers x, of |N_x − θx| − ε|x|. It is not negative, because x = 0 gives zero. By definition

|N_x − θx| ≤ ε|x| + M for all x,

and this includes the random value x = X. What has to be shown is that ⟨M²⟩ is bounded by a number that does not grow with time.

The variance of the current across one bond is now known, and the fixed order of the particles ties that current to the tracer's position through Q = N_X. It remains to bound ⟨M²⟩ independently of time, to obtain the square-root law with its prefactor, and to see where the law ends in a finite cell.
